Geonium levels, the relativistic cyclotron shift, and spin-flip jumps in a bottle

**Question**

I am trying to derive the energy levels of a single electron in a Penning trap ("geonium"), and I am stuck in two places.

First, I have read that there is a relativistic shift hν_c²/(mc²), about 180 Hz at 5.4 T. When I expand the relativistic energy I get a factor ½ in front and a dependence on the spin, so I cannot tell what this number is the shift of.

Second, the spin is said to be read out through the axial frequency, which jumps when the spin flips in a "magnetic bottle". How large is the jump, and why would the axial motion know about the spin? Does the cyclotron motion not do the same thing? For numbers, take an axial frequency of 200 MHz and a bottle of 1500 T/m².

**Answer**

Your factor ½ and your spin dependence are both right. The quantity hν_c²/(mc²) is a spacing between spectral lines, not the shift of one level. I start with the nonrelativistic ladders, because the bottle needs them too.

**Trap levels without relativity**

The electron has charge −e and the field B points along +z. The trap adds the potential energy

U = ½mω_z²(z² − ρ²/2), with ρ² = x² + y².

The minus sign is forced by Laplace's equation: confinement along z means repulsion from the axis. Take A = (B/2)(−y, x, 0), so that the kinetic momentum is π = p + eA. Since ∇·A = 0 and A·p = (B/2)L_z,

π_⊥²/2m = p_⊥²/2m + ½ω_c L_z + (m/8)ω_c²ρ², with ω_c = eB/m = 2πν_c.

The radial part of U is −¼mω_z²ρ² = −(m/8)(2ω_z²)ρ². Together,

H_⊥ = p_⊥²/2m + (m/8)Ω²ρ² + ½ω_c L_z, with Ω = √(ω_c² − 2ω_z²).

The trap is stable if Ω is real and nonzero. The first two terms are a two-dimensional oscillator of frequency Ω/2. With its lowering operators a_x and a_y, define

a_+ = (a_x − i a_y)/√2, a_− = (a_x + i a_y)/√2,

and call their quantum numbers n and q. The number operators satisfy n + q = n_x + n_y. Their difference is n − q = i(a_x a_y† − a_x† a_y), which is L_z/ħ. Hence

E = (ħΩ/2)(n + q + 1) + (ħω_c/2)(n − q).

Let ω_± = ½(ω_c ± Ω). The coefficient of n is ħω_+, that of q is −ħω_−, and the constant is ħΩ/2 = ½ħ(ω_+ − ω_−). So

E = ħω_+(n + ½) − ħω_−(q + ½).

The first ladder is the cyclotron motion, slightly slowed by the trap. The second is the magnetron motion, whose energy falls as q rises. The definitions give ω_+ + ω_− = ω_c and ω_+ω_− = ω_z²/2. The axial oscillator adds hν_z(k + ½).

The electron's moment is opposite to its spin, so −μ·B = +gμ_B B m_s, with g ≈ 2.00232. Because 2μ_B B = ħeB/m = hν_c, the spin energy is (g/2)hν_c m_s, and spin up is the higher state.

**The relativistic term**

The trap's electric field is weak compared with the magnetic effects, so I compute this correction in the magnetic field alone. The Dirac Hamiltonian is H_D = cα·π + βmc². Its square has no cross term, because α and β anticommute:

H_D² = m²c⁴ + c²(Σ·π)².

From [π_x, π_y] = −iħeB one finds (Σ·π)² = π² + eħBΣ_z. At p_z = 0, π² has eigenvalues 2m hν_c(n + ½), while eħBΣ_z gives 2m hν_c m_s. The positive root is therefore

W = √[m²c⁴ + 2mc² hν_c N], with N = n + ½ + m_s.

This is the g = 2 result. I include the anomaly a = g/2 − 1 as a Pauli term (a hν_c/2)βΣ_z, with a constant. Both β and Σ_z anticommute with α_x and α_y, so their product commutes with them, and also with β. The term can then be diagonalized together with H_D, and m_s is properly half the eigenvalue of βΣ_z:

E_⊥ = W + a hν_c m_s.

Now expand the root, using √(1 + 2εN) = 1 + εN − ½ε²N² + … with ε = hν_c/(mc²):

E_⊥ = mc² + hν_c(n + ½) + (1 + a)hν_c m_s − ½hδN² + …, with δ = hν_c²/(mc²).

Here 1 + a = g/2, as it should be. Replacing the free cyclotron ladder by the trap ladders gives the geonium levels, measured from mc²:

E/h = (g/2)ν_c m_s + ν_+(n + ½) + ν_z(k + ½) − ν_−(q + ½) − ½δ(n + ½ + m_s)².

The next term of the expansion, +½δεN³ in frequency units, is smaller than the last one by a factor εN. At 5.4 T it stays below 1 Hz up to N ≈ 200. Trap corrections to δ are at most of relative order (ν_z/ν_c)², about 2 × 10⁻⁶ here, and are dropped. That order appears in the spin-dependent part; the spacing between successive lines of one ladder changes only at order (ν_z/ν_c)⁴. The formula also leaves out a relativistic coupling between the transverse and the axial motion. It follows from the mass increase derived below and shifts the cyclotron line by −½εν_z(k + ½), that is, by −0.12 Hz per axial quantum.

**What δ is the shift of**

For n → n+1 at fixed spin, (N + 1)² − N² = 2N + 1, so the cyclotron line lies at

ν_+ − δ(N + ½) = ν_+ − δ(n + 1 + m_s).

Each step up the ladder lowers the next line by δ, and so does having spin up rather than down. At 5.4 T, ν_c = 151.16 GHz and ε = 1.2234 × 10⁻⁹, so

δ = εν_c = 1.2234 × 10⁻⁹ × 151.16 × 10⁹ Hz = 185 Hz.

"About 180 Hz" is this number rounded. The lowest lines are shifted as follows:

- n = 0 → 1, spin down: −δ/2 = −92 Hz
- n = 1 → 2, spin down: −3δ/2 = −277 Hz
- n = 0 → 1, spin up: −3δ/2 = −277 Hz

Your factor ½ stands in front of N² in the level energy. It appears alone in the first entry because N goes from 0 to 1 there. The 185 Hz appears when two lines are compared.

Transitions of the type (n, up) → (n+1, down) escape the shift, because N is the same in both states. For the lowest of them, (n = 0, up) and (n = 1, down) both have N = 1, so δ cancels from their difference:

(g/2)ν_c − ν_+ = aν_c + (ν_c − ν_+) = aν_c + ν_−.

With aν_c = 175.2924 MHz and ν_− = 0.1323 MHz, this anomaly line is at 175.4247 MHz. The cancellation of δ is exact in the magnetic field alone; the trap's radial electric field leaves a remainder of order δ(ν_z/ν_c)², a fraction of a millihertz.

**Why the axial motion sees the spin**

In a uniform field the spin energy does not depend on z and exerts no axial force. The bottle changes that:

B_z = B + B₂(z² − ρ²/2), B_ρ = −B₂zρ.

The radial component is needed to make the divergence vanish. It multiplies spin operators that flip the spin, so it has no first-order effect on a state of definite m_s. The ρ² term does not depend on z. What remains is an addition κz² to the axial potential, with

κ_spin = gμ_B m_s B₂.

The new axial frequency ω_z′ obeys ½mω_z′² = ½mω_z² + κ. For a small change, ω_z′² − ω_z² ≈ 2ω_z δω_z, so δω_z = κ/(mω_z), or

δν_z = κ/(4π²mν_z).

Going from m_s = −½ to +½ changes κ by gμ_B B₂. The bottle's jump is therefore

Δν_z = gμ_B B₂/(4π²mν_z).

It is positive: spin up is pushed towards weak field, which is at z = 0, and this stiffens the spring. For the arithmetic, substitute μ_B = hν_c/(2B) and h ν_c/m = εc²:

Δν_z = gεc²B₂/(8π²ν_z B)
= 2.00232 × 1.2234 × 10⁻⁹ × (2.998 × 10⁸)² × 1500 / (78.96 × 2 × 10⁸ × 5.4) Hz
= 3.87 Hz.

**The cyclotron motion does the same**

A suitable vector potential for the bottle is A = ½[B + B₂(z² − ρ²/4)](−y, x, 0). Its z² part acts like the replacement B → B + B₂z². To first order, a transverse state thus contributes κ = B₂ ∂E/∂B. Since dΩ/dω_c = ω_c/Ω,

dω_+/dω_c = ½(1 + ω_c/Ω) = ω_+/Ω,
dω_−/dω_c = ½(1 − ω_c/Ω) = −ω_−/Ω.

With ħ dω_c/dB = ħe/m = 2μ_B, and with the minus sign of the magnetron energy,

κ_orbit = 2μ_B B₂[ω_+(n + ½) + ω_−(q + ½)]/Ω.

One cyclotron quantum therefore moves ν_z by 3.868 Hz, almost as much as a spin flip, because it carries a moment close to 2μ_B. A magnetron quantum counts less by the small ratio ω_−/ω_+.

This matters for reading out the anomaly transition (0, up) → (1, down). The spin contribution falls and the cyclotron contribution rises, leaving −4.5 mHz from the bottle. The flip becomes visible when the cyclotron motion has returned to n = 0: the full spin-flip jump then remains, with negative sign.

**A small relativistic part of the jump**

For motion along z, add cα_z p_z to the transverse Hamiltonian. The matrix α_z anticommutes with α_x, α_y, β and βΣ_z, so the cross terms vanish on squaring:

E² = E_⊥² + p_z²c², hence E ≈ E_⊥ + p_z²/(2M), with M = E_⊥/c².

The transverse energy, spin energy included, acts as inertial mass. The electric spring constant mω_z² is unchanged, so ν_z ∝ M^(−1/2). At n = 0 a flip from down to up raises M by the fraction (g/2)ε to leading order, which gives

Δν_z(rel) = −(g/4)εν_z = −0.50058 × 1.2234 × 10⁻⁹ × 2 × 10⁸ Hz = −0.12 Hz.

This leaves out the coupling of the anomalous moment to the trap's electric field. The total jump is 3.87 − 0.12 = 3.75 Hz, a fraction 1.9 × 10⁻⁸ of ν_z. The two parts scale differently: the bottle part goes as B₂/ν_z and does not depend on B, while the relativistic part goes as Bν_z and survives when B₂ = 0.

**The price of the bottle**

The coupling works in both directions. If one cyclotron quantum raises ν_z by some amount, the energy contains a product of n and k + ½, and each axial quantum raises the cyclotron line by the same amount. Here that is nearly 4 Hz, less the small relativistic part. A change of about 50 axial quanta then moves the cyclotron line by as much as δ. If k changes so slowly that the line shows its distribution, a spread of about 50 quanta therefore makes neighbouring cyclotron lines overlap, while a much smaller spread leaves them separate as far as this broadening is concerned. For thermal axial motion at 200 MHz, where hν_z/k_B = 9.6 mK, the spread is about 10 quanta at 0.1 K, 50 at 0.48 K and 440 at 4.2 K.

**How far this has been checked**

The trap ladders and the spin, cyclotron and magnetron jumps were tested by diagonalizing the trap-and-bottle Hamiltonian. The relativistic jump was tested by diagonalizing the Dirac–Pauli Hamiltonian with an axial potential. Both used scaled units and exaggerated parameters. The ratios of computed to predicted jumps are in the numerical output; the largest deviation is about 4 parts in 10⁴, for the relativistic jump. That ratio refers to the law ν_z ∝ M^(−1/2). The leading-order formula −(g/4)εν_z was tested only to within 3%, because the test used ε = 0.01, where the omitted terms are of the order of 1%. Cavity shifts, radiation damping and trap anharmonicity are outside this model.

Numbers as computed

```
WORKED EXAMPLE
magnetic field B = 5.4 T
axial frequency nu_z = 200 MHz
bottle strength B2 = 1500 T/m^2
electron g factor (magnitude) = 2.00231930
anomaly a = 0.00115965
free cyclotron frequency nu_c = 151.1594 GHz
nu_c - nu_plus = magnetron nu_minus = 132.311 kHz
spin frequency g nu_c/2 = 151.3347 GHz
h nu_c/(m c^2) = 1.2234e-09
delta = h nu_c^2/(m c^2) = 184.93 Hz
relativistic shifts from unexpanded Dirac-Pauli energies:
  n=0->1, spin down: -92.46 Hz
  n=1->2, spin down: -277.39 Hz
  n=0->1, spin up: -277.39 Hz
  spin flip at n=0: -92.46 Hz
a nu_c (no trap) = 175.2924 MHz
anomaly line in trap = 175.4247 MHz
axial frequency jumps:
  bottle, spin down->up: 3.8727 Hz
  bottle, n->n+1: 3.8682 Hz
  bottle, (0,up)->(1,down): -4.482 mHz
  relativistic, spin down->up: -0.1225 Hz
  total, spin down->up: 3.7502 Hz
  total jump / nu_z = 1.875e-08
MATRIX TESTS (scaled units, computed / formula)
  spin jump: 0.999990
  cyclotron jump: 0.999994
  magnetron jump: 0.999984
  relativistic jump, mass formula: 0.999554
```
